# Diffusive density response, the Einstein relation and Maxwell relaxation: a program that tests the result

```python
"""
Result under test, for degenerate electrons with isotropic elastic scattering:
  Pi(q,omega) = N D q^2 / (D q^2 - i omega),   delta n = -Pi * U_total
  sigma = e^2 N D
  Coulomb interaction: density pole at omega = -i (D q^2 + sigma/eps)
N: density of states per volume and energy, both spins; D = v^2 tau/3;
tau: mean free time; v: Fermi speed; eps: background permittivity.
Fields vary as exp(i q x - i omega t).  SI units in the worked example.

Dimensionless variables of the kinetic equation:
  x = q v tau,  w = omega tau,  W = (omega_p tau)^2 = sigma tau/eps.
The angular distribution psi(c), c = cosine to q, is held on Gauss nodes.
Independent side: linear solves, eigenvalues and matrix exponentials.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm

cosines, gauss_weights = np.polynomial.legendre.leggauss(48)
mean_weights = gauss_weights / 2.0
identity = np.eye(len(cosines))
angular_mean = np.outer(np.ones(len(cosines)), mean_weights)


def kinetic_operator(x, W=0.0):
    """Operator K in tau dpsi/dt = -K psi; W > 0 adds the Coulomb field."""
    coupling = 3.0 * W / x**2          # v_q N, from v_q N D q^2 = sigma/eps
    streaming = 1j * x * np.diag(cosines)
    return streaming @ (identity + coupling * angular_mean) \
        + identity - angular_mean


def solve_distribution(x, w, W=0.0):
    """Distribution driven by a unit external potential energy."""
    matrix = kinetic_operator(x, W) - 1j * w * identity
    return np.linalg.solve(matrix, -1j * x * cosines)


def response_numeric(x, w, W=0.0):
    """-delta n/(N U_ext) from the solved distribution."""
    return -(mean_weights @ solve_distribution(x, w, W))


def response_closed(x, w):
    z = 1.0 - 1j * w
    average = np.arctan(x / z) / x
    return (1.0 - z * average) / (1.0 - average)


def response_diffusive(x, w, W=0.0):
    return (x**2 / 3.0) / (x**2 / 3.0 + W - 1j * w)


def conductivity_numeric(x, w):
    """Directly computed current over field, in units of e^2 N D."""
    return 3j * (mean_weights @ (cosines * solve_distribution(x, w))) / x


def slowest_rate(x, W=0.0):
    """Eigenvalue of K with the smallest real part, in units of 1/tau."""
    values = np.linalg.eigvals(kinetic_operator(x, W))
    return values[np.argmin(values.real)]


# Closed angular average against the linear solve, also far from diffusion
for x, w in [(0.1, 0.02), (0.8, 0.3), (1.5, 1.2)]:
    assert abs(response_numeric(x, w) - response_closed(x, w)) < 1e-9

# The diffusive form is the leading term: its error falls with scale squared
errors = []
for scale in (1.0, 0.5):
    x, w = 0.1 * scale, 0.005 * scale**2
    errors.append(abs(response_numeric(x, w) - response_diffusive(x, w)))
assert errors[0] < 0.01
assert 3.8 < errors[0] / errors[1] < 4.2

# Static and uniform limits of the density response
assert abs(response_numeric(0.3, 0.0) - 1.0) < 1e-10
assert abs(response_numeric(1e-4, 0.01)) < 1e-5

# Isolated pole of the neutral system
for x in (0.3, 1.0):
    assert abs(slowest_rate(x) - (1.0 - x / np.tan(x))) < 1e-9

# Conductivity from the current itself; the limits do not commute
for w in (0.01, 0.7):
    assert abs(conductivity_numeric(1e-3, w) - 1 / (1 - 1j * w)) < 1e-3
assert abs(conductivity_numeric(0.05, 1e-7)) < 1e-3
x, w = 0.05, 1e-3
sigma_qw_diffusive = -1j * w / (x**2 / 3.0 - 1j * w)
assert abs(conductivity_numeric(x, w) - sigma_qw_diffusive) < 5e-3

# Fourier transform of 1/(4 pi r) at q = 1, with a weak cutoff exp(-eta r)
eta = 0.05
kernel, _ = quad(lambda r: np.sin(r) * np.exp(-eta * r), 0, 400, limit=1000)
assert abs(kernel - 1.0) < 3e-3       # cutoff shifts the value by eta^2

# Self-consistent field: closed response with Coulomb interaction
x, w, W = 0.4, 0.2, 0.1
bare = response_closed(x, w)
dressed = bare / (1.0 + 3.0 * W / x**2 * bare)
assert abs(response_numeric(x, w, W) - dressed) < 1e-9

# Shifted pole: relative error of D q^2 + sigma/eps is of first order
pole_errors = []
for factor in (1.0, 0.25):
    x, W = 0.08 * np.sqrt(factor), 0.03 * factor
    pole_errors.append(abs(slowest_rate(x, W) / (x**2 / 3 + W) - 1.0))
assert pole_errors[0] < 0.05
assert 3.6 < pole_errors[0] / pole_errors[1] < 4.6

# Long-wave pole obeys G (1 - G tau) = sigma/eps; oscillation sets in at W=1/4
for W in (0.03, 0.2):
    root = (1.0 - np.sqrt(1.0 - 4.0 * W)) / 2.0
    assert abs(slowest_rate(1e-3, W) / root - 1.0) < 1e-3
assert abs(slowest_rate(1e-3, 0.2).imag) < 1e-6
assert abs(slowest_rate(1e-3, 0.3).imag) > 0.1

# Worked example with round model parameters
e, hbar, eps0 = const.e, const.hbar, const.epsilon_0
density = 1e25
mass_ratio = 0.1
mass = mass_ratio * const.m_e
tau = 1e-14
eps_b = 1000.0
q = 1e7
omega = 1e11

k_fermi = (3 * np.pi**2 * density)**(1 / 3)
v_fermi = hbar * k_fermi / mass
e_fermi = mass * v_fermi**2 / 2
free_path = v_fermi * tau
D = v_fermi**2 * tau / 3
N = 3 * density / (2 * e_fermi)
sigma = e**2 * N * D


def density_at(mu):
    return (2 * mass * mu)**1.5 / (3 * np.pi**2 * hbar**3)


# Einstein relation from three separately obtained quantities
step = 1e-4 * e_fermi
N_numeric = (density_at(e_fermi + step) - density_at(e_fermi - step)) / (2 * step)
x_small = 0.01
D_numeric = slowest_rate(x_small).real / tau / (x_small / free_path)**2
sigma_momentum = density * e**2 * tau / mass
assert abs(N_numeric / N - 1) < 1e-6
assert abs(D_numeric / D - 1) < 1e-4
assert abs(e**2 * N_numeric * D_numeric / sigma_momentum - 1) < 1e-4

eps = eps0 * eps_b
maxwell_rate = sigma / eps
diffusion_rate = D * q**2
total_rate = diffusion_rate + maxwell_rate
kappa = np.sqrt(e**2 * N / eps)
assert abs(D * (q**2 + kappa**2) / total_rate - 1) < 1e-12
omega_p = np.sqrt(density * e**2 / (mass * eps))
x, w, W = q * free_path, omega * tau, (omega_p * tau)**2

neutral_kinetic = slowest_rate(x).real / tau
charged_kinetic = slowest_rate(x, W).real / tau
assert abs(neutral_kinetic / diffusion_rate - 1) < 0.01
assert abs(charged_kinetic / total_rate - 1) < 0.05

pi_neutral = diffusion_rate / (diffusion_rate - 1j * omega)
pi_charged = diffusion_rate / (total_rate - 1j * omega)
pi_neutral_kinetic = response_numeric(x, w)
pi_charged_kinetic = response_numeric(x, w, W)
assert abs(pi_neutral_kinetic / pi_neutral - 1) < 0.01
assert abs(pi_charged_kinetic / pi_charged - 1) < 0.01

# Free decay of an isotropic density wave over one Maxwell time
time = 1 / maxwell_rate
start = np.ones(len(cosines))
left_charged = (mean_weights @ expm(-kinetic_operator(x, W) * time / tau) @ start).real
left_neutral = (mean_weights @ expm(-kinetic_operator(x) * time / tau) @ start).real
assert abs(left_charged - np.exp(-total_rate * time)) < 0.01
assert abs(left_neutral - np.exp(-diffusion_rate * time)) < 0.01

# Same electrons with eps_b = 1: the long-wave mode is a plasmon
W_metal = W * eps_b
metal_values = np.linalg.eigvals(kinetic_operator(x, W_metal))
plasmon = metal_values[np.argmax(metal_values.imag)]
assert abs(plasmon.imag / np.sqrt(W_metal - 0.25) - 1) < 2e-3
assert abs(plasmon.real - 0.5) < 0.01


def show(label, value, unit=""):
    print(f"{label}: {value:.4g} {unit}".rstrip())


show("Electron density n", density, "m^-3")
show("Mass ratio m/m_e", mass_ratio)
show("Mean free time tau", tau, "s")
show("Background eps_b", eps_b)
show("Wave number q", q, "m^-1")
show("Drive frequency omega", omega, "rad/s")
show("Fermi wave number", k_fermi, "m^-1")
show("Fermi speed", v_fermi, "m/s")
show("Fermi energy", e_fermi / e, "eV")
show("Mean free path l", free_path, "m")
show("k_F l", k_fermi * free_path)
show("q l", x)
show("omega tau", w)
show("Diffusion constant D", D, "m^2/s")
show("Density of states N", N, "J^-1 m^-3")
show("Density of states N", N * e, "eV^-1 m^-3")
show("sigma = e^2 N D", sigma, "S/m")
show("sigma from momentum balance", sigma_momentum, "S/m")
show("Neutral rate D q^2", diffusion_rate, "s^-1")
show("Neutral rate, kinetic", neutral_kinetic, "s^-1")
show("Maxwell rate sigma/eps", maxwell_rate, "s^-1")
show("Maxwell time", time, "s")
show("Charged rate D q^2 + sigma/eps", total_rate, "s^-1")
show("Charged rate, kinetic", charged_kinetic, "s^-1")
show("Kinetic/diffusive charged rate", charged_kinetic / total_rate)
show("Screening wave number kappa", kappa, "m^-1")
show("omega_p tau", omega_p * tau)
show("(omega_p tau)^2", W)
show("Pi/N neutral, diffusive", pi_neutral)
show("Pi/N neutral, kinetic", pi_neutral_kinetic)
show("Response/N charged, diffusive", pi_charged)
show("Response/N charged, kinetic", pi_charged_kinetic)
show("Neutral density left after Maxwell time", left_neutral)
show("Charged density left after Maxwell time", left_charged)
show("Diffusive estimate, neutral", np.exp(-diffusion_rate * time))
show("Diffusive estimate, charged", np.exp(-total_rate * time))
show("eps_b = 1: omega_p tau", np.sqrt(W_metal))
show("eps_b = 1: sigma/eps0", sigma / eps0, "s^-1")
show("eps_b = 1: mode frequency", plasmon.imag / tau, "rad/s")
show("eps_b = 1: amplitude decay rate", plasmon.real / tau, "s^-1")
print("ALL CHECKS PASSED")
```

Output:

```
Electron density n: 1e+25 m^-3
Mass ratio m/m_e: 0.1
Mean free time tau: 1e-14 s
Background eps_b: 1000
Wave number q: 1e+07 m^-1
Drive frequency omega: 1e+11 rad/s
Fermi wave number: 6.665e+08 m^-1
Fermi speed: 7.716e+05 m/s
Fermi energy: 0.1693 eV
Mean free path l: 7.716e-09 m
k_F l: 5.143
q l: 0.07716
omega tau: 0.001
Diffusion constant D: 0.001985 m^2/s
Density of states N: 5.532e+44 J^-1 m^-3
Density of states N: 8.862e+25 eV^-1 m^-3
sigma = e^2 N D: 2.818e+04 S/m
sigma from momentum balance: 2.818e+04 S/m
Neutral rate D q^2: 1.985e+11 s^-1
Neutral rate, kinetic: 1.985e+11 s^-1
Maxwell rate sigma/eps: 3.183e+12 s^-1
Maxwell time: 3.142e-13 s
Charged rate D q^2 + sigma/eps: 3.381e+12 s^-1
Charged rate, kinetic: 3.498e+12 s^-1
Kinetic/diffusive charged rate: 1.034
Screening wave number kappa: 4.005e+07 m^-1
omega_p tau: 0.1784
(omega_p tau)^2: 0.03183
Pi/N neutral, diffusive: 0.7975+0.4019j
Pi/N neutral, kinetic: 0.7972+0.4026j
Response/N charged, diffusive: 0.05865+0.001735j
Response/N charged, kinetic: 0.05865+0.001737j
Neutral density left after Maxwell time: 0.9414
Charged density left after Maxwell time: 0.3457
Diffusive estimate, neutral: 0.9395
Diffusive estimate, charged: 0.3456
eps_b = 1: omega_p tau: 5.641
eps_b = 1: sigma/eps0: 3.183e+15 s^-1
eps_b = 1: mode frequency: 5.62e+14 rad/s
eps_b = 1: amplitude decay rate: 5e+13 s^-1
ALL CHECKS PASSED
```
